# Thomas-Fermi energy of an atom from a trial density in √r

## Problem

In the Thomas-Fermi model the energy of an atom is a functional of its electron density $n(\mathbf r)$ alone. In atomic units,

$$E[n]=C_F\int n^{5/3}d^3r-Z\int\frac{n}{r}\,d^3r+\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',\qquad C_F=\tfrac{3}{10}(3\pi^2)^{2/3}.$$

The three terms are called $T$, $V$ and $J$. The first gives each volume element the kinetic energy of a uniform gas with two electrons per orbital: the Fermi wave number is $k_F=(3\pi^2n)^{1/3}$ and the mean kinetic energy per electron is $\frac{3}{10}k_F^2$. The nucleus is a fixed point charge, the electrons are non-relativistic, and exchange, correlation and gradient terms are left out. The atom is neutral, so $\int n\,d^3r=Z$.

Take the Lenz-Jensen trial density

$$n(r)=A\,\frac{e^{-x}(1+cx)^3}{x^3},\qquad x=\sqrt{r/\lambda},\qquad \lambda>0,\quad c\ge0 .$$

1. Show that the minimum over $\lambda$ has the form $E=-e(c)\,Z^{7/3}$.
2. Find $e(0)$ in closed form, then the best $c$.
3. The true minimum of the functional has the coefficient 0.7687. Show where this number comes from, and compare.
4. Evaluate the energies for zinc, $Z=30$.

## First estimate by scaling

Let the $Z$ electrons fill a region of size $R$. The density is of order $Z/R^3$, and the kinetic energy per electron is of order $n^{2/3}$, so $T\sim Z\,(Z/R^3)^{2/3}=Z^{5/3}/R^2$. The electrostatic energy is of order $-Z^2/R$; the repulsion has the same dependence on $Z$ and $R$ and only weakens the attraction. With all numerical factors set to one,

$$E(R)\approx\frac{Z^{5/3}}{R^2}-\frac{Z^2}{R}.$$

Setting $dE/dR=-2Z^{5/3}/R^3+Z^2/R^2$ to zero gives $R=2Z^{-1/3}$, and therefore

$$E\approx\tfrac14Z^{7/3}-\tfrac12Z^{7/3}=-\tfrac14Z^{7/3}.$$

The powers of $Z$ follow from the form of the functional. The factor $\frac14$ is only an order of magnitude.

## Solution within the trial family

**Normalisation.** From $r=\lambda x^2$ follow $dr=2\lambda x\,dx$ and $r^2dr=2\lambda^3x^5dx$. Hence

$$Z=4\pi\int_0^\infty n\,r^2dr=8\pi\lambda^3A\,I_N,\qquad I_N=\int_0^\infty x^2(1+cx)^3e^{-x}dx .$$

Expanding the cube and using $\int_0^\infty x^ke^{-x}dx=k!$,

$$I_N=2!+3c\,3!+3c^2\,4!+c^3\,5!=2+18c+72c^2+120c^3,\qquad A=\frac{Z}{8\pi\lambda^3I_N}.$$

**Kinetic energy.** In $n^{5/3}$ the factor $x^{-3}$ becomes $x^{-5}$, which cancels the $x^5$ of the volume element:

$$T=8\pi\lambda^3C_FA^{5/3}I_K,\qquad I_K=\int_0^\infty(1+cx)^5e^{-5x/3}dx=\sum_{k=0}^5\binom5k c^k\,k!\left(\tfrac35\right)^{k+1}.$$

Since $A^{5/3}=Z^{5/3}\lambda^{-5}(8\pi I_N)^{-5/3}$,

$$T=\frac{t\,Z^{5/3}}{\lambda^2},\qquad t=\frac{8\pi C_FI_K}{(8\pi I_N)^{5/3}} .$$

**Attraction.** Here $r\,dr=2\lambda^2x^3dx$, and the $x^3$ cancels $x^{-3}$:

$$V=-4\pi Z\int_0^\infty n\,r\,dr=-8\pi\lambda^2AZ\,I_V=-\frac{v\,Z^2}{\lambda},\qquad v=\frac{I_V}{I_N},$$

with $I_V=\int_0^\infty(1+cx)^3e^{-x}dx=1+3c+6c^2+6c^3$.

**Repulsion.** A spherical shell at $r$ feels the charge $Q(r)$ inside it as if that charge sat at the centre. Counting for each shell only its interaction with the charge inside counts every pair once, which takes care of the factor $\frac12$. Write $dQ=Zp(x)dx$ with $p=x^2(1+cx)^3e^{-x}/I_N$, and $Q=ZP(x)$ with $P(x)=\int_0^xp(y)\,dy$. Then

$$J=\int\frac{Q}{r}\,dQ=\frac{j\,Z^2}{\lambda},\qquad j=\int_0^\infty\frac{p(x)P(x)}{x^2}\,dx .$$

For $c=0$, $p=\frac12x^2e^{-x}$ and $P=1-e^{-x}(1+x+\frac12x^2)$, as differentiation confirms. So

$$j=\tfrac12\int_0^\infty e^{-x}\left[1-e^{-x}\left(1+x+\tfrac12x^2\right)\right]dx=\tfrac12\left[1-\tfrac12-\tfrac14-\tfrac18\right]=\tfrac1{16}.$$

For general $c$, expand both cubes, with index $a$ for $p$ and $k$ for $P$. Repeated integration by parts gives

$$\int_0^xy^{k+2}e^{-y}dy=(k+2)!\left[1-e^{-x}\sum_{m=0}^{k+2}\frac{x^m}{m!}\right].$$

Multiplying by $x^ae^{-x}$ and integrating term by term, with $\int_0^\infty x^qe^{-2x}dx=q!/2^{q+1}$, yields

$$j=\frac{H(c)}{I_N^2},\quad H=\sum_{a,k=0}^3\binom3a\binom3kc^{a+k}G_{ak},\quad G_{ak}=(k+2)!\left[a!-\sum_{m=0}^{k+2}\frac{(a+m)!}{m!\,2^{a+m+1}}\right].$$

The sixteen numbers, with rows $a=0,\dots,3$ and columns $k=0,\dots,3$, are

$$G=\begin{pmatrix}\frac14&\frac38&\frac34&\frac{15}8\\[2pt]\frac58&\frac98&\frac{21}8&\frac{15}2\\[2pt]2&\frac{33}8&\frac{87}8&\frac{555}{16}\\[2pt]\frac{63}8&18&\frac{837}{16}&\frac{2925}{16}\end{pmatrix}.$$

Collecting equal powers of $c$ (the linear term, for instance, is $3(\frac38+\frac58)=3$),

$$H=\tfrac14+3c+\tfrac{147}8c^2+\tfrac{141}2c^3+\tfrac{1395}8c^4+261c^5+\tfrac{2925}{16}c^6 .$$

**Minimum over the scale.** With $w=v-j$,

$$E(\lambda)=\frac{tZ^{5/3}}{\lambda^2}-\frac{wZ^2}{\lambda},\qquad \frac{dE}{d\lambda}=-\frac{2tZ^{5/3}}{\lambda^3}+\frac{wZ^2}{\lambda^2}=0\;\Rightarrow\;\lambda=\frac{2t}{w}Z^{-1/3}.$$

Since $P(x)<1$, $j<\int_0^\infty p\,x^{-2}dx=v$, so $w>0$. Then the energy rises without limit as $\lambda\to0$ and approaches zero from below as $\lambda\to\infty$, so this single stationary point is the minimum. Inserting it,

$$T=\frac{w^2}{4t}Z^{7/3},\qquad V+J=-\frac{w^2}{2t}Z^{7/3},\qquad E=-e(c)Z^{7/3},\quad e(c)=\frac{(v-j)^2}{4t}.$$

This answers the first question. The constants $t,v,j$ depend on the shape and not on $Z$, so the exponent holds for any fixed spherical shape, centred on the nucleus, that is merely stretched. The virial relation $E=-T$ comes out as well. As a test, the functional was evaluated on a radial grid and minimised numerically for $c=0$; between $Z=10$ and $Z=80$ the exponent agrees with $7/3$ to better than $10^{-6}$.

**The case $c=0$.** Now $I_N=2$, $I_K=\frac35$, $v=\frac12$ and $w=\frac12-\frac1{16}=\frac7{16}$. Writing $(16\pi)^{5/3}=16\pi\,(16\pi)^{2/3}$,

$$t=\frac{8\pi}{16\pi}\cdot\frac35\cdot\frac{C_F}{(16\pi)^{2/3}}=\frac3{10}\cdot\frac3{10}\left(\frac{3\pi^2}{16\pi}\right)^{2/3}=\frac9{100}\left(\frac{3\pi}{16}\right)^{2/3}.$$

Therefore

$$e(0)=\frac{49}{256}\cdot\frac{25}{9}\left(\frac{16}{3\pi}\right)^{2/3}=\frac{1225}{2304}\left(\frac{16}{3\pi}\right)^{2/3}=0.7566 .$$

**The best shape.** The coefficient first grows with $c$ and then falls:

| $c$ | 0 | 0.1 | 0.2 | 0.3 | 0.5 | 1.0 |
|---|---|---|---|---|---|---|
| $e(c)$ | 0.7566 | 0.7602 | 0.7663 | 0.7673 | 0.7497 | 0.6813 |

Numerical maximisation gives $c=0.2650$. There $t=0.006448$, $v=0.165572$ and $j=0.024847$, so

$$e=\frac{(0.165572-0.024847)^2}{4\times0.006448}=0.7678 .$$

A scan over $0\le c\le20$ found no larger value.

## The true minimum of the functional

**Equation for the density.** Let $\Phi(r)=Z/r-\int n(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$ be the total electrostatic potential. Varying $n$ at fixed electron number, with Lagrange multiplier $\mu$, gives

$$\tfrac53C_Fn^{2/3}-\Phi=\mu .$$

At the outer edge of the density, at finite or infinite radius, $n=0$. Outside a neutral spherical atom $\Phi=0$. Hence $\mu=0$, and since $\frac53C_F=\frac12(3\pi^2)^{2/3}$,

$$n=\frac{(2\Phi)^{3/2}}{3\pi^2}.$$

Away from the nucleus Poisson's equation reads $\nabla^2\Phi=4\pi n$; the sign is positive because the electrons are negative. Put $\Phi=Z\phi/r$ and $r=b\xi$, with primes on $\phi$ for derivatives with respect to $\xi$. Because $\nabla^2\Phi=r^{-1}d^2(r\Phi)/dr^2$,

$$\frac{Z}{b^2}\phi''=4\pi r\,\frac{(2Z\phi/r)^{3/2}}{3\pi^2}\quad\Rightarrow\quad\phi''=\frac{2^{7/2}Z^{1/2}b^{3/2}}{3\pi}\,\frac{\phi^{3/2}}{\sqrt\xi}.$$

The prefactor equals one for $b=\frac12(3\pi/4)^{2/3}Z^{-1/3}$. What remains is free of $Z$:

$$\phi''=\phi^{3/2}/\sqrt\xi,\qquad\phi(0)=1,\quad\phi(\infty)=0 .$$

Numerical integration, with the initial slope adjusted until $\phi$ neither crosses zero nor turns upward, gives $\phi'(0)=-1.588071$.

**Energy from the slope.** Near the nucleus $\Phi\to Z/r+Z\phi'(0)/b$. The constant is the potential of the electrons at the nucleus, so $\int n/r\,d^3r=-Z\phi'(0)/b$. Now let $Z$ grow while the atom stays neutral. The change of $E$ through the density is $\mu\,dN=0$, where $N$ is the electron number. Only the explicit $Z$ in $V$ contributes:

$$\frac{dE}{dZ}=-\int\frac nr\,d^3r=\frac{Z\phi'(0)}{b}.$$

The solution has a fixed shape with length $b\propto Z^{-1/3}$, so $E\propto Z^{7/3}$ and $dE/dZ=\frac73E/Z$. Thus

$$E=\frac37\phi'(0)\frac{Z^2}{b}=-\frac37\cdot\frac{1.588071}{0.885341}\,Z^{7/3}=-0.7687\,Z^{7/3}.$$

As a test, the density built from $\phi$ was put back into the original functional. It reproduced this coefficient to within $10^{-5}$.

## Comparison

**Trial density and true minimum.** The trial density is non-negative and normalised, so its energy cannot lie below the minimum of the same functional. Both coefficients respect this: 0.7566 falls short of 0.7687 by 1.6 percent, and 0.7678 by 0.13 percent. This is no bound on the energy of a real atom, because the functional itself is approximate.

The energy is better than the density because it is stationary at the minimum: a density error that conserves the electron number changes $E$ only in second order. The zinc atom shows the contrast. The radius enclosing half the electrons is 0.284 Å in the Thomas-Fermi solution, 0.352 Å for $c=0$ and 0.272 Å for the best $c$. The errors are 24 and 4 percent, far larger than those of the energies.

**Close to the nucleus.** For $r\to0$ the trial density becomes $A(\lambda/r)^{3/2}$. The Thomas-Fermi density, with $\Phi\to Z/r$, becomes $(2Z/r)^{3/2}/(3\pi^2)$. The power $r^{-3/2}$ agrees, but the strength is left to the minimisation. The ratio of the two is

$$\frac{Z}{8\pi I_N\lambda^{3/2}}\cdot\frac{3\pi^2}{(2Z)^{3/2}},$$

which is independent of $Z$ because $\lambda^{-3/2}\propto Z^{1/2}$. It is 1.34 for $c=0$ and 1.07 for the best $c$.

**Far from the nucleus.** A decaying power law $\phi=K\xi^{-q}$ satisfies the differential equation if $q+2=\frac32q+\frac12$, so $q=3$, and $q(q+1)=K^{1/2}$, so $K=144$. The Thomas-Fermi solution approaches this law slowly at large distance, where its density $\propto(\phi/r)^{3/2}$ falls as $r^{-6}$. The trial density decays as an exponential of $\sqrt r$, eventually much faster. It therefore does not reproduce those properties of the Thomas-Fermi solution that are governed by the outermost charge. Neither tail is that of a real atom, whose density decays exponentially in $r$.

**Attraction and repulsion.** For the true minimum, $V=Z^2\phi'(0)/b=\frac73E$. Stretching its density is an allowed variation, so $T=-E$. Then $J=E-T-V=-\frac13E$ and $J/|V|=\frac17$. The trial densities give $\frac18$ for $c=0$ and 0.150 for the best $c$, one on each side.

This ratio has a direct meaning. For $N$ electrons in the field of $Z$, the same steps with $T\propto N^{5/3}$, $V\propto ZN$ and $J\propto N^2$ give

$$E=-\frac{N^{1/3}(vZ-jN)^2}{4t},\qquad \left.\frac{d\ln|E|}{dN}\right|_{N=Z}=\frac1Z\left(\frac13-\frac{2j}{v-j}\right).$$

The derivative vanishes for $v=7j$, the condition $\mu=0$ of the neutral Thomas-Fermi atom. With $c=0$ the bracket is $\frac13-\frac27>0$: the trial atom would still lower its energy by taking up a little extra electronic charge. With the best $c$ it is negative, and the trial atom would lower its energy by giving some up.

**The scaling estimate.** It gave the right exponent, but a coefficient of $\frac14$, about three times too small. To see why, measure size by the half-charge radius $R$ instead of $\lambda$. For $c=0$, $R/\lambda=0.3521/0.04924=7.15$, and the energy becomes

$$E=\frac{t'Z^{5/3}}{R^2}-\frac{w'Z^2}{R},\qquad t'=0.06324\times7.15^2=3.23,\quad w'=0.4375\times7.15=3.13 .$$

For this shape both constants, set to one in the estimate, are close to three; for the Thomas-Fermi solution they are 2.1 and 2.6, with nearly the same $w'^2/(4t')$. The radius depends on their quotient, $R=2(t'/w')Z^{-1/3}$, and hardly changes: for zinc the estimate $2Z^{-1/3}$ is 0.341 Å, against 0.352 Å. The energy depends on $w'^2/(4t')$ and is three times larger. The close agreement of the radius depends on the shape and is not a general result: the radius for the best $c$, 0.272 Å, lies 20 percent below the estimate, and that of the Thomas-Fermi solution, 0.284 Å, lies 17 percent below it.

**Zinc.** With $Z^{7/3}=2796.51$ and one hartree equal to 27.2114 eV, the coefficients are 20.5891, 20.8919 and 20.9186 eV. The energies follow by multiplication:

| Density or method | $E$ (eV) | $E-E_{\rm TF}$ (eV) |
|---|---|---|
| trial, $c=0$ | −57 578 | 922 |
| trial, best $c$ | −58 424 | 75 |
| Thomas-Fermi solution | −58 499 | 0 |
| restricted Hartree-Fock, def2-TZVP | −48 377 | 10 123 |

The Hartree-Fock reference treats the electrons as orbitals with exchange, but omits correlation and relativity and uses a finite basis. The larger basis def2-QZVP lowers its energy by 1.1 eV, to −48 378 eV, so the last digit of both entries in that row depends on the basis. The Thomas-Fermi energy is 21 percent deeper. The error of either trial density is small beside this difference. Refining the trial density further can only lower the energy towards the Thomas-Fermi value, and so moves it away from the Hartree-Fock energy, which lies higher.

One source of the difference can be located. The local gas picture needs an electron wavelength that is short compared with $r$. Near the nucleus the local momentum is about $\sqrt{2Z/r}$, so the picture fails for $r\lesssim1/Z$. The density $\sim(Z/r)^{3/2}$ places a number of electrons of order one in that region, each with an energy of order $Z^2$. The resulting error is of order $Z^2$, or $Z^{-1/3}$ relative to the total. The relative error therefore decreases with $Z$, but slowly, while the absolute error grows. This estimate fixes neither its sign nor its prefactor.

The numerical output below lists the values to more digits.

## Table of computed values

```
H(c) coefficients, c^0 to c^6: 1/4, 3, 147/8, 141/2, 1395/8, 261, 2925/16
c = 0.0000: I_N = 2.00000, t = 0.063243, v = 0.500000, j = 0.062500
   lam Z^(1/3) = 0.28911 (a.u.), j/v = 0.12500
c = 0.2650: I_N = 14.06160, t = 0.006448, v = 0.165572, j = 0.024847
   lam Z^(1/3) = 0.09165 (a.u.), j/v = 0.15007
coefficient e(c) at c = 0.1: 0.760233
coefficient e(c) at c = 0.2: 0.766265
coefficient e(c) at c = 0.3: 0.767302
coefficient e(c) at c = 0.5: 0.749661
coefficient e(c) at c = 1.0: 0.681293
coefficient e(0), closed form: 0.756635
best c: 0.2650, coefficient e(best c): 0.767764
TF initial slope phi'(0): -1.588071
b Z^(1/3) = 0.885341 (a.u.)
TF coefficient: 0.768745
shortfall of e(0): 1.575 percent
shortfall of e(best c): 0.1276 percent
fitted exponent, Z = 10 to 80: 2.3333333
TF J/|V| on the grid: 0.14280
hartree = 27.21139 eV, bohr = 0.529177 angstrom
e(0) in eV: 20.5891
e(best c) in eV: 20.8919
TF coefficient in eV: 20.9186
Zinc: Z = 30, Z^(7/3) = 2796.509
Zn, c = 0.0000: lam = 0.04924 angstrom
   T = 57577.5 eV, V = -131605.8 eV, J = 16450.7 eV
   E = -57577.5 eV, half-charge radius = 0.3521 angstrom
   r^(-3/2) prefactor / TF prefactor = 1.3397
Zn, c = 0.2650: lam = 0.01561 angstrom
   T = 58424.4 eV, V = -137480.6 eV, J = 20631.7 eV
   E = -58424.4 eV, half-charge radius = 0.2722 angstrom
   r^(-3/2) prefactor / TF prefactor = 1.0677
Zn, TF solution: E = -58499.1 eV
Zn, TF half-charge radius = 0.2838 angstrom
Zn, RHF/def2-TZVP: E = -48376.6 eV
Zn, E(c=0) - E(TF) = 921.6 eV
Zn, E(best c) - E(TF) = 74.7 eV
Zn, E(RHF) - E(TF) = 10122.5 eV
Zn, |E(TF)|/|E(RHF)| = 1.2092
```
